# Layer-by-Layer Screening of Gate Charge in Stacks of Conducting Sheets

## What dimensions and symmetry fix

Consider a stack of identical conducting sheets, spaced by $d$ in a medium of permittivity $\varepsilon$. Each has a constant density of states $D$ per unit area and energy, with spin and valleys included. A gate above the stack carries charge $+en_g$ per area, where $e>0$, and draws an extra electron density $n_j$ into sheet $j$. Sheet 1 is nearest the gate.

In linear response the fraction $f_j=n_j/n_g$ cannot depend on $n_g$. It can depend on $D$, $d$ and $e^2/\varepsilon$, whose dimensions are 1/(energy × length²), length, and energy × length. Their one independent dimensionless combination is

$$\beta=\frac{e^2Dd}{\varepsilon}. \tag{1}$$

For a semi-infinite stack, symmetry fixes the dependence on $j$. A uniform charged plane acts on the sheets below it through its charge per area, whatever its distance. Sheets 2, 3, … therefore form a stack identical to the original one, driven by the unscreened charge $n_g-n_1$. If the first sheet of any such stack takes a fraction $1-r$ of its source, a fraction $r$ is passed on, and

$$n_j=(1-r)\,r^{j-1}n_g. \tag{2}$$

The decay is thus geometric, and what remains is to find $r(\beta)$. A finite stack lacks this self-similarity and needs a separate solution.

## Equations of the stack

The sheets are uniform in their plane and share one electrochemical potential through a contact. No electric field leaves the far side. Each sheet is neutral at electrostatic potential $\phi_j=0$, its initial electrons being balanced by fixed charge. Correlation, exchange and hopping between sheets are left out for now.

An electron in sheet $j$ has potential energy $-e\phi_j$. A positive $\phi_j$ lowers the band by $v_j=e\phi_j$, and at fixed electrochemical potential this opens $Dv_j$ more filled states per area:

$$n_j=Dv_j. \tag{3}$$

The induced charge is $-en_j=-e^2D\phi_j$, so each sheet has the quantum capacitance $C_q=e^2D$ per area.

Let $z$ point from the gate into the stack. By Gauss's law, the displacement between sheets $j$ and $j+1$ is $eQ_j$, with

$$Q_j=n_g-\sum_{i=1}^{j}n_i. \tag{4}$$

The potential falls along the field, so $\phi_j-\phi_{j+1}=eQ_jd/\varepsilon$. Multiplication by $e$ gives

$$K(v_j-v_{j+1})=Q_j,\qquad K=\frac{\varepsilon}{e^2d},\qquad \beta=\frac DK. \tag{5}$$

The geometric capacitance between neighbours is $C_g=e^2K=\varepsilon/d$, so $\beta=C_q/C_g$.

For the semi-infinite stack, (2) gives $n_1-n_2=(1-r)^2n_g$ and $Q_1=n_g-n_1=rn_g$. By (3) and (5), $n_1-n_2=D(v_1-v_2)=\beta Q_1$. Hence

$$(1-r)^2=\beta r,\qquad r+\frac1r=2+\beta. \tag{6}$$

The two roots are positive and have product one. The root below one describes a decaying charge:

$$r=1+\frac\beta2-\sqrt{\beta+\frac{\beta^2}{4}}. \tag{7}$$

Write $r=e^{-\kappa}$. Then (6) reads $2\cosh\kappa=2+\beta$, and since $2\cosh\kappa-2=4\sinh^2(\kappa/2)$,

$$2\sinh\frac\kappa2=\sqrt\beta,\qquad
\lambda=\frac d\kappa=\frac{d}{2\,\mathrm{arsinh}(\sqrt\beta/2)}. \tag{8}$$

Here $\lambda$ is the decay length: $n_j\propto e^{-(j-1)d/\lambda}$.

## A finite stack

For $N$ sheets, subtract (5) for gap $j-1$ from (5) for gap $j$. Because $Q_j-Q_{j-1}=-n_j$,

$$K(v_{j-1}-2v_j+v_{j+1})=n_j,\qquad 2\le j\le N-1. \tag{9}$$

With $v_j=n_j/D$ this becomes

$$n_{j-1}+n_{j+1}=(2+\beta)n_j. \tag{10}$$

Its solutions are combinations of $e^{\kappa j}$ and $e^{-\kappa j}$.

At the far end, zero outgoing field means $Q_N=0$, so $Q_{N-1}=n_N$. Equation (5) then gives $n_{N-1}-n_N=\beta n_N$, or

$$\frac{n_N}{n_{N-1}}=\frac1{1+\beta}. \tag{11}$$

If (10) is extended to $j=N$, this condition is the same as $n_{N+1}=n_N$ for a fictitious sheet $N+1$. Write the general solution about the midpoint between these two sheets:

$$n_j=A\cosh[\kappa(N-j+\tfrac12)]+B\sinh[\kappa(N-j+\tfrac12)].$$

The cosh term is equal at $j=N$ and $j=N+1$, while the sinh term changes sign. Hence $B=0$.

The total charge fixes $A$. With $m=N-j$,

$$2\sinh\frac\kappa2\cosh[\kappa(m+\tfrac12)]
=\sinh[\kappa(m+1)]-\sinh(\kappa m).$$

Summed from $m=0$ to $N-1$, the right side telescopes to $\sinh(\kappa N)$. Since $\sum_jn_j=n_g$,

$$\boxed{f_j=\frac{n_j}{n_g}=
\frac{2\sinh(\kappa/2)\cosh[\kappa(N-j+1/2)]}{\sinh(\kappa N)}}. \tag{12}$$

To compare this with the geometric law, take the growing exponential out of the cosh and out of the sinh:

$$f_j=(1-r)r^{j-1}\,
\frac{1+r^{2(N-j)+1}}{1-r^{2N}}. \tag{13}$$

The prefactor follows from $2\sinh(\kappa/2)e^{\kappa/2}=e^\kappa-1$ and $(e^\kappa-1)e^{-\kappa j}=(1-r)r^{j-1}$. The correction is largest at the last sheet. When $r^{2N}\ll1$, that sheet holds $1+r$ times its semi-infinite value, because no deeper sheet shares the remaining charge.

For numerical work, compute $\kappa$ from (8), set $r=e^{-\kappa}$ and use (13). This avoids the subtraction of nearly equal numbers in (7) at large $\beta$ and the overflow of hyperbolic functions in (12) at large $\kappa N$. At small $\kappa$, evaluate $1-r$ as $-\mathrm{expm1}(-\kappa)$, and $1-r^{2N}$ in the same way.

Equation (12) was tested against a solution that does not use the recurrence. The potentials of uniformly charged planes, each linear in distance, were superposed and the electrochemical potentials set equal. For $\beta=0.05$, 1, 8.19 and 40, each with $N=2$, 5 and 12, the fractions agreed within one part in $10^5$ plus $10^{-10}$.

## Weak and strong screening

For small $x$, $\mathrm{arsinh}\,x=x-x^3/6+\cdots$. With $x=\sqrt\beta/2$,

$$\kappa=\sqrt\beta\left(1-\frac{\beta}{24}+\cdots\right),\qquad
\lambda\to\frac d{\sqrt\beta}=\sqrt{\frac{\varepsilon}{e^2(D/d)}}. \tag{14}$$

This is the Thomas-Fermi length of a continuous medium with volume density of states $D/d$. For every $\beta>0$, $\mathrm{arsinh}\,x<x$, so the discrete stack has a longer decay length than this continuum expression at the same $\beta$. If also $\kappa N\ll1$, (12) tends to $f_j=1/N$: the stack is thinner than its screening length and fills evenly.

For large $\beta$, (6) written as $r=1/(2+\beta-r)$ gives $r\to1/\beta$ and $\lambda\to d/\ln\beta$. Nearly all the charge then sits in sheet 1. A value $\lambda<d$ does not resolve the charge inside a sheet; it is another way to state the ratio between neighbours.

## Gate capacitance

Let $C_{\rm gap}$ be the geometric capacitance per area between the gate and the plane of sheet 1. For an oxide of thickness $t_{\rm ox}$ and permittivity $\varepsilon_{\rm ox}$, with half a sheet spacing between the oxide and that plane,

$$\frac1{C_{\rm gap}}=\frac{t_{\rm ox}}{\varepsilon_{\rm ox}}+\frac{d}{2\varepsilon}. \tag{15}$$

The gate voltage, measured from the neutral state, is the drop across this gap plus $\phi_1=v_1/e=f_1n_g/(eD)$. Division by the gate charge $en_g$ gives

$$\frac1C=\frac1{C_{\rm gap}}+\frac{f_1}{C_q}. \tag{16}$$

The deeper sheets enter through $f_1$. The stored energy confirms this. Apart from the gap energy, and with electron energies counted from the common electrochemical potential, it is

$$U=\sum_{j=1}^{N}\frac{n_j^2}{2D}+\sum_{j=1}^{N-1}\frac{Q_j^2}{2K}
=\frac12\sum_{j=1}^{N}n_jv_j+\frac12\sum_{j=1}^{N-1}Q_j(v_j-v_{j+1}).$$

Collecting the coefficient of each $v_j$ turns the last sum into $(n_g-n_1)v_1-\sum_{j\ge2}n_jv_j$. Hence $U=n_gv_1/2=f_1n_g^2/(2D)$, which is the energy of a series capacitance $C_q/f_1$.

For a semi-infinite stack this capacitance is $C_q/(1-r)$. It tends to $C_q$ at strong screening. At weak screening $1-r\to\sqrt\beta$, and it tends to $C_q/\sqrt\beta=\varepsilon/\lambda$.

## A doped five-layer channel

Take $N=5$, $d=0.65$ nm and relative permittivity 6 normal to the layers. The effective mass is $m=0.5\,m_e$, and the spin-valley degeneracy is $g=4$. A parabolic band holds $gk^2/(4\pi)$ electrons per area up to wavevector $k$. With $E=\hbar^2k^2/(2m)$, differentiation gives

$$D=\frac{gm}{2\pi\hbar^2}=4.18\times10^{14}\ \mathrm{cm^{-2}\,eV^{-1}}.$$

The capacitances are $C_q=66.9$ and $C_g=8.17$ µF/cm², so $\beta=66.93/8.173=8.19$. Equation (8) gives $\kappa=2.31$, $r=0.099$ and $\lambda=0.65/2.31=0.28$ nm. Each deeper layer holds about a tenth of the charge of the one above. The continuum length would be 0.23 nm.

For $n_g=10^{13}$ cm⁻², the first three layers receive 9.01, 0.893 and 0.0885 in units of $10^{12}$ cm⁻². The last pair has the ratio $1/(1+8.189)=0.109$, as (11) requires, instead of 0.099.

The gate stack has 5 nm of oxide with relative permittivity 20, so $C_{\rm gap}=2.91$ µF/cm². The series sum is

$$\frac1C=\frac1{2.911}+\frac{0.9009}{66.93}=0.3570\ \mathrm{cm^2/\mu F},$$

or $C=2.80$ µF/cm². The gate charge of 1.602 µC/cm² then requires $1.602/2.801=0.572$ V. Of this, 0.452 V falls across the oxide and 0.022 V is the potential of layer 1. The remaining 0.098 V falls across the half spacing, which costs more voltage here than the quantum capacitance. The numerical output follows this text.

## Depletion

Equation (3) fails once a sheet has no electrons left to lose. At zero temperature, let each sheet initially hold $n_0$. For negative $n_g$ the largest loss is in sheet 1, which empties at

$$-n_g=\frac{n_0}{f_1}. \tag{17}$$

Beyond this point its change stays at $-n_0$. The charge seen by sheet 2 is then $n_g+n_0$, and the other $N-1$ sheets obey (12) with that source until sheet 2 empties in turn.

With $n_0=2\times10^{13}$ cm⁻², the limit is $20.0/0.9009=22.2$ in units of $10^{12}$ cm⁻². A nonlinear Fermi-Dirac solution at $kT=0.3$ meV was compared with these statements at 0.9 and 1.3 times the limit. It agreed within 0.01% of $n_0$ in both cases, with layer 1 empty in the second. An undoped channel in its off state lies outside the linear model.

## Temperature

At temperature $T$ a sheet whose chemical potential is $\mu$ above its band edge holds $n=DkT\ln(1+e^{\mu/kT})$. Therefore

$$\frac{dn}{d\mu}=\frac{D}{1+e^{-\mu/kT}}=D\left(1-e^{-n/(DkT)}\right). \tag{18}$$

Here $n_0/D=47.9$ meV and $kT=25.9$ meV at 300 K, so the initial sheets respond with $1-e^{-1.85}=0.84$ of $D$. The smaller response weakens the screening. The nonlinear solution at 300 K gives $f_1=0.892$ instead of 0.901, and $f_2=0.096$ instead of 0.089.

## Hopping between layers

Let electrons hop between neighbouring layers with an amplitude $t$ independent of their in-plane momentum. The stacking part of the Hamiltonian is a matrix $h$ with $h_{jj}=-v_j$ and off-diagonal elements $t$. Its eigenvalues $E_s$ are the bottoms of minibands, each with density of states $D$, and $c_{js}$ is the amplitude of miniband $s$ on layer $j$. At zero temperature, if every miniband is occupied, the total density on layer $j$ is

$$D\sum_s|c_{js}|^2(\mu-E_s)=D(\mu-h_{jj})=D(\mu+v_j). \tag{19}$$

The first equality uses completeness, $\sum_s|c_{js}|^2=1$, and the spectral form of $h_{jj}$. Subtracting $n_0=D\mu$ returns (3). Hopping spreads the wavefunctions but leaves the layer densities, and hence the decay law, unchanged.

For five layers without gate charge the highest miniband lies at $2t\cos(\pi/6)=1.73\,t$. With $t=20$ meV this is 35 meV, below the Fermi energy of 48 meV. The self-consistent solution at $kT=0.3$ meV gives $f_1=0.9009$, as without hopping. With $t=100$ meV the highest miniband would lie at 173 meV, so the condition fails. At 300 K, hopping can redistribute electrons even before the gate is charged, so $f_1$ is counted from the ungated stack. With the same $n_g$ and a fixed charge that balances $n_0$ in each layer, it is 0.891 for 20 meV and 0.854 for 100 meV.

## Exchange

Exchange lowers the energy of an added electron as the density rises, which increases the response of a sheet. In (1), $1/D$ is replaced by $1/D+d\mu_x/dn$. Let $k_F=\sqrt{4\pi n/g}$, and let the interaction be $e^2/[2\varepsilon_x(q+q_s)]$ at wavevector $q$. For an electron at the Fermi circle, the occupied states at distance $q$ span an angle $2\arccos(q/2k_F)$. Integration over them gives

$$\mu_x=-\frac{e^2}{4\pi^2\varepsilon_x}\int_0^{2k_F}
\arccos\!\left(\frac q{2k_F}\right)\frac{q}{q+q_s}\,dq. \tag{20}$$

Bare exchange has $q_s=0$; static Thomas-Fermi screening within the sheet has $q_s=e^2D/(2\varepsilon_x)$. The relative permittivity in $\varepsilon_x$ is taken as $\sqrt{15\times6}=9.5$, with 15 a rough in-plane value.

At density $n_0$ and zero temperature, bare exchange changes $1/D$ by −80% and gives $r=0.023$. Screened exchange changes it by −19% and gives $r=0.083$. These two values do not bracket the true change. Screened exchange keeps only one part of correlation and omits the Coulomb-hole term. The full correlation energy of a two-dimensional electron gas at this density acts the other way: it lowers $1/D$ below its bare-exchange value, and more strongly for two valleys than for one. The −19% value therefore understates the effect, and $r$ can fall well below 0.023.

## Comparison with a real channel

The parameters are rough values in the regime of heavily n-doped few-layer MoS₂. The initial density corresponds to $2\times10^{13}\ \mathrm{cm^{-2}}/0.65\ \mathrm{nm}=3\times10^{20}$ cm⁻³, far above that of a nominally undoped transistor channel. The degeneracy of 4 counts two valleys with two spins. Real few-layer material has further conduction valleys (the Q valleys) close in energy, and these couple strongly between layers. If they tripled $D$ and hopping were absent, $r$ at zero temperature would fall from 0.099 to 0.038. The Fermi energy would then be only 16 meV, below $kT$ at 300 K, so by (18) the fall at room temperature would be smaller. It would also lie below the highest miniband, 35 meV for $t=20$ meV, so the condition for (19) would fail and hopping would change the profile. Bare exchange alone, with the original $D$, gave 0.023. Across the separate estimates made here the share of layer 1 runs from about 0.85 to 0.98, where the upper value is the linear response about $n_0$ with bare exchange. These ends reflect the chosen inputs and are not limits for a real channel: hopping stronger than 100 meV lowers the share further, and correlation added to exchange raises it. Their combined effect was not computed. Disorder and the charge distribution inside each layer are also left out.

The oxide field is 0.9 MV/cm, against a rough breakdown field of 5 MV/cm. For a 2 eV barrier and a tunnelling mass of $0.2\,m_e$, both rough, the semiclassical (WKB) transmission through the oxide is about $10^{-13}$ per attempt. For these inputs direct tunnelling is weak; leakage through defects is not included.

## Numbers as computed

```
layers: 5; mass: 0.5 m_e; degeneracy: 4
spacing: 0.65 nm; eps_perp: 6.0
initial density per layer: 20.0 x 1e12 cm^-2
gate-induced density: 10.0 x 1e12 cm^-2
gate charge: 1.602 uC/cm^2
oxide thickness: 5.0 nm; eps_ox: 20.0
density of states D: 4.177 x 1e14 cm^-2 eV^-1
quantum capacitance: 66.93 uF/cm^2
interlayer capacitance: 8.173 uF/cm^2
beta: 8.1888; kappa: 2.3115
semi-infinite ratio r: 0.09911
decay length: 0.2812 nm
continuum Thomas-Fermi length: 0.2271 nm
last-pair ratio: 0.10883
layer 1: 9.008890 x 1e12 cm^-2; fraction 0.9008890
layer 2: 0.892880 x 1e12 cm^-2; fraction 0.0892880
layer 3: 0.088495 x 1e12 cm^-2; fraction 0.0088495
layer 4: 0.008779 x 1e12 cm^-2; fraction 0.0008779
layer 5: 0.000955 x 1e12 cm^-2; fraction 0.0000955
centroid below layer 1: 0.0715 nm
layer-1 energy shift: 21.57 meV
gap capacitance: 2.9110 uF/cm^2
total capacitance: 2.8012 uF/cm^2
gate voltage change: 0.5720 V
layer-1 depletion limit: 22.200 x 1e12 cm^-2
initial Fermi energy at 0 K: 47.88 meV
temperature: 300 K; kT: 25.85 meV
300 K, hopping 0 meV: fractions 1-3 0.89177 0.09600 0.01084
300 K, hopping 20 meV: fractions 1-3 0.89089 0.09537 0.01201
300 K, hopping 100 meV: fractions 1-3 0.85449 0.11864 0.02051
cold, hopping 20 meV: layer-1 fraction 0.900889
ratio r with threefold D: 0.03769
in-plane eps: 15.0; exchange eps: 9.487
bare exchange: change in 1/D -80.0 percent; r 0.02331
screened exchange: change in 1/D -18.7 percent; r 0.08337
oxide field: 0.905 MV/cm
rough breakdown field: 5.0 MV/cm
oxide voltage drop: 0.4524 V
oxide barrier: 2.0 eV; mass: 0.2 m_e
log10 WKB transmission: -13.24
```
